# Finite Fröhlich coupling of a polar monolayer and its in-plane screening

Electron–phonon matrix elements are often computed on a coarse momentum mesh and interpolated to the fine mesh of a Boltzmann calculation. Before interpolating, one must decide which long-range function to subtract. The bulk polar coupling varies as $1/q$. For a monolayer, that choice would insert a divergence that is absent, while a constant equal to the $q=0$ limit would overestimate the scattering at finite $q$. The theorem below fixes the function.

## Setting and assumptions

Hartree atomic units are used, with electron charge $-1$. The wave vector $\mathbf q$ lies in the layer, $q=|\mathbf q|$ and $\hat{\mathbf q}=\mathbf q/q$. The layer at $z=0$ has cell area $A$ and $N_c$ cells. We assume the following.

1. The layer is an insulator without free carriers, surrounded by vacuum.
2. Its in-plane response is isotropic. One in-plane optical branch is polar, and its motion is described by a relative displacement $\mathbf u$ with reduced mass $M$ and effective charge $Z$.
3. Phonon frequencies are far below the electronic gap, so the electrons follow the ions. Their response at fixed ions is the sheet polarizability $\alpha$.
4. A horizontal mirror plane is present. The polar in-plane mode is even under this mirror, so it carries no net out-of-plane dipole. Opposite out-of-plane dipoles on the two faces are allowed, but their potential is counted with the short-range coupling.
5. The wavelength is long: $q$ is small compared with the inverse thickness and the zone size. Thus $Z$, $\alpha$ and the transverse frequency $\omega_{TO}$ take their $q=0$ values, and the Bloch overlap is one.

For a metal ion of mass $M_m$ and charge $Z$ between two anions of mass $M_x$ and charge $-Z/2$, let the anions move together. The dipole is $Z(u_m-u_x)=Zu$. With the centre of mass at rest, the kinetic energy is $M\dot u^2/2$, where $1/M=1/M_m+1/(2M_x)$.

The energy per cell in a macroscopic in-plane field $\mathbf E$ is, to second order,

$$F=\tfrac12M\omega_{TO}^2u^2-Z\mathbf u\cdot\mathbf E-\tfrac12A\alpha E^2 .$$

Its derivatives give the sheet polarization and the force:

$$\mathbf P=-\frac1A\frac{\partial F}{\partial\mathbf E}=\frac{Z\mathbf u}{A}+\alpha\mathbf E,\qquad M\ddot{\mathbf u}=-\frac{\partial F}{\partial\mathbf u}=-M\omega_{TO}^2\mathbf u+Z\mathbf E .$$

The same $Z$ appears in both because both come from the mixed term in $F$.

## Theorem

Write the electron matrix element of the macroscopic potential for absorbing or emitting an LO phonon, apart from the occupation factor, as $g/\sqrt{N_c}$. Short-range coupling is not included in $g$. Under the assumptions above, with $r=2\pi\alpha$,

$$|g(q)|=\frac{2\pi |Z|}{A}\,\frac{1}{1+rq}\,\frac{1}{\sqrt{2M\omega_{LO}(q)}},$$

$$\omega_{LO}^2(q)=\omega_{TO}^2+\frac{2\pi Z^2}{AM}\,\frac{q}{1+rq}.$$

Hence $|g|$ tends to the finite value $2\pi|Z|/(A\sqrt{2M\omega_{TO}})$ as $q\to0$. The factor $1/(1+rq)$ describes the potential per unit displacement. The coupling has a further dependence through $\omega_{LO}^{-1/2}$, which is weak when the LO frequency stays close to $\omega_{TO}$.

## Lemma 1: the potential of a polarized sheet

*A sheet polarization $\mathbf P e^{i\mathbf q\cdot\mathbf r}$ produces, in the sheet, the potential amplitude $\phi=-2\pi i\,\hat{\mathbf q}\cdot\mathbf P$ and the field $\mathbf E=-2\pi\mathbf q\,(\hat{\mathbf q}\cdot\mathbf P)$.*

**Proof.** The bound sheet charge is minus the divergence of the polarization, so its amplitude is $\sigma=-i\mathbf q\cdot\mathbf P$. Outside the sheet, Laplace's equation gives $\phi''(z)=q^2\phi(z)$, whose decaying solution is $\phi e^{-q|z|}$. At the sheet, Poisson's equation requires

$$\phi'(0^+)-\phi'(0^-)=-4\pi\sigma .$$

The left side is $-q\phi-q\phi=-2q\phi$. Therefore

$$\phi=\frac{2\pi}{q}\sigma=\frac{2\pi}{q}(-i\mathbf q\cdot\mathbf P)=-2\pi i\,\hat{\mathbf q}\cdot\mathbf P .$$

The field is $\mathbf E=-i\mathbf q\phi=(-i)(-2\pi i)\mathbf q(\hat{\mathbf q}\cdot\mathbf P)=-2\pi\mathbf q(\hat{\mathbf q}\cdot\mathbf P)$. ∎

The divergence supplies one power of $q$, and the Coulomb kernel $2\pi/q$ of a sheet removes it. In a bulk crystal the kernel is $4\pi/q^2$, and the same product is $-4\pi i\,\hat{\mathbf q}\cdot\mathbf P_{3D}/q$, which diverges. The finite limit is thus a matter of dimension and does not require electronic polarizability.

A transverse displacement has $\hat{\mathbf q}\cdot\mathbf P=0$, so the TO mode produces no potential at this order.

## Lemma 2: screening by the layer itself

*A longitudinal displacement of amplitude $u$ gives an electron the potential energy*

$$V=\frac{2\pi iZu}{A(1+rq)} .$$

**Proof.** Let $P_L=\hat{\mathbf q}\cdot\mathbf P$. Lemma 1 gives $E_L=-2\pi qP_L$. Inserting this in the polarization law,

$$P_L=\frac{Zu}{A}-2\pi\alpha qP_L .$$

Collecting the terms in $P_L$ gives $(1+rq)P_L=Zu/A$, so

$$P_L=\frac{Zu}{A(1+rq)} .$$

Lemma 1 now gives $\phi=-2\pi iP_L$. The electron has charge $-1$, hence $V=-\phi$, which is the stated result. ∎

The field in the sheet is proportional to $q$. At long wavelength it is too weak to polarize the electrons, and screening disappears. At $rq\gg1$ the electronic polarization almost cancels the ionic one.

## Lemma 3: the longitudinal frequency

*The LO frequency is the one stated in the theorem.*

**Proof.** Lemmas 1 and 2 give the field on the moving ions:

$$E_L=-2\pi qP_L=-\frac{2\pi qZu}{A(1+rq)} .$$

The equation of motion becomes

$$M\ddot u=-\left[M\omega_{TO}^2+\frac{2\pi qZ^2}{A(1+rq)}\right]u .$$

For $u\propto e^{-i\omega t}$ the left side is $-M\omega^2u$. Division by $-Mu$ gives $\omega_{LO}^2$. ∎

## Lemma 4: the quantum amplitude

*With polarization vector $i\hat{\mathbf q}$, the longitudinal displacement is*

$$\mathbf u(\mathbf R)=\frac1{\sqrt{N_c}}\sum_{\mathbf q}i\hat{\mathbf q}\,c_q\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right)e^{i\mathbf q\cdot\mathbf R},\qquad c_q=\frac1{\sqrt{2M\omega_{LO}}} .$$

**Proof.** The vector $i\hat{\mathbf q}$ goes into its complex conjugate when $\mathbf q\to-\mathbf q$, so $\mathbf u$ is Hermitian. Put $X_{\mathbf q}=b_{\mathbf q}+b^\dagger_{-\mathbf q}$ and $Y_{\mathbf q}=b_{\mathbf q}-b^\dagger_{-\mathbf q}$. Since $b_{\mathbf q}$ evolves as $e^{-i\omega t}$, the velocity amplitude is $-i\omega c_qY_{\mathbf q}$. The kinetic and potential energies add to

$$H=\sum_{\mathbf q}\tfrac12M\omega^2c_q^2\left(Y^\dagger_{\mathbf q}Y_{\mathbf q}+X^\dagger_{\mathbf q}X_{\mathbf q}\right).$$

The cross terms cancel, and the bracket is $2(b^\dagger_{\mathbf q}b_{\mathbf q}+b_{-\mathbf q}b^\dagger_{-\mathbf q})$. Relabelling $-\mathbf q$ in the second term and using the commutator gives

$$H=\sum_{\mathbf q}M\omega^2c_q^2\left(2b^\dagger_{\mathbf q}b_{\mathbf q}+1\right).$$

This equals $\sum\omega(b^\dagger b+\frac12)$ if $2M\omega c_q^2=1$. ∎

## Proof of the theorem

By Lemma 4, the amplitude $u$ at wave vector $\mathbf q$ is $ic_q(b_{\mathbf q}+b^\dagger_{-\mathbf q})/\sqrt{N_c}$. Lemma 2 converts it to

$$V_{\mathbf q}=\frac{2\pi iZ}{A(1+rq)}\,\frac{ic_q}{\sqrt{N_c}}\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right).$$

Since $i^2=-1$, the coefficient is $g=-2\pi Zc_q/[A(1+rq)]$. Its modulus, with $c_q$ from Lemma 4 and $\omega_{LO}$ from Lemma 3, is the theorem. ∎

## Remarks on the limits

**Small $q$.** Expanding Lemma 3 gives $\omega_{LO}\simeq\omega_{TO}[1+\pi Z^2q/(AM\omega_{TO}^2)]$. The inverse square root contributes minus half of this relative change, so

$$|g|\simeq|g(0)|\left[1-\left(r+\frac{\pi Z^2}{2AM\omega_{TO}^2}\right)q\right].$$

The slope multiplies $|\mathbf q|$, so the coupling has a cusp at the zone centre. For a fixed displacement direction $\mathbf n$ there is also a factor $\hat{\mathbf q}\cdot\mathbf n$, whose limit depends on the direction of approach. The magnitude for the LO mode has a limit, but the matrix element in fixed Cartesian coordinates is not a smooth function. This is why the long-range part should be removed before a smooth interpolation.

**Large $rq$.** If $r$ greatly exceeds the thickness, there is a window in which $rq\gg1$ and the sheet description still holds. There $1/(1+rq)\simeq1/(rq)$, and the coupling resembles the bulk law. Data confined to that window do not reveal the finite limit.

**Surroundings.** Let half-spaces of permittivity $\epsilon_1$ and $\epsilon_2$ touch the layer, with $Z$ and $r$ held fixed. The jump condition becomes $(\epsilon_1+\epsilon_2)q\phi=4\pi\sigma$. With $\bar\epsilon=(\epsilon_1+\epsilon_2)/2$, this gives $\phi=-2\pi iP_L/\bar\epsilon$ and $E_L=-2\pi qP_L/\bar\epsilon$. The polarization law yields $P_L(1+rq/\bar\epsilon)=Zu/A$, and hence

$$\phi=-\frac{2\pi iZu}{A(\bar\epsilon+rq)} .$$

The surroundings reduce the $q=0$ potential by $1/\bar\epsilon$ but matter little when $rq\gg\bar\epsilon$.

**Free carriers.** In static, long-wave screening, carriers add the charge $-(\partial n/\partial\mu)\phi$, where $n$ is their sheet density and $\mu$ their chemical potential. Using $E_L=-iq\phi$ in the polarization law, the total potential obeys

$$\phi=-2\pi i\frac{Zu}{A}-rq\,\phi-\frac{q_s}{q}\phi,\qquad q_s=2\pi\frac{\partial n}{\partial\mu}.$$

The denominator is now $1+rq+q_s/q$. The statically screened coupling vanishes as $q/q_s$ at small $q$.

An LO phonon, however, keeps a finite frequency $\omega$ as $q\to0$, and the carriers cannot follow it. When $\omega$ is much larger than $q$ times their speed and collisions are negligible, carriers of mass $m$ are displaced by $\mathbf E/(m\omega^2)$. Their polarization is $-n\mathbf E/(m\omega^2)$, which replaces $q_s/q$ in the denominator by $-2\pi nq/(m\omega^2)$. This term vanishes with $q$, so the finite limit returns. Static screening therefore fails for LO phonons at the smallest $q$. At somewhat larger $q$, if $2\pi n/(m\omega^2)$ exceeds $r$, the denominator can come close to zero. Phonon and plasmon then mix, and the undoped coupling does not apply.

## A microscopic case: polarizable sites

The law can also be obtained without introducing $\alpha$ at the start. Place at each site of a square lattice an ion of bare charge $Z_b$ and polarizability $a$, treating both contributions as point dipoles. The site dipole is $p=Z_bu+aL(q)p$, where for $\mathbf q$ along a lattice axis

$$L(q)=\sum_{\mathbf R\ne0}\cos(\mathbf q\cdot\mathbf R)\,\frac{3\cos^2\theta_{\mathbf R}-1}{R^3}$$

and $\theta_{\mathbf R}$ is the angle between $\mathbf R$ and $\mathbf q$. The smooth Fourier component of the lattice contributes the field of Lemma 1, $-2\pi qp/A$. The components with nonzero reciprocal vectors are regular and even in $\mathbf q$. Thus $L=L_0-2\pi q/A+O(q^2)$, and

$$1-aL=(1-aL_0)\left[1+\frac{2\pi aq}{A(1-aL_0)}\right]+O(q^2).$$

Solving for the dipole gives, to this order,

$$p=\frac{Zu}{1+rq},\qquad Z=\frac{Z_b}{1-aL_0},\qquad r=\frac{2\pi a}{A(1-aL_0)} .$$

Local fields enhance the charge and the screening length by the same factor. The lattice must also be stable: $a$ times the largest dipole sum, over all wave vectors and dipole directions, must be below one. On the square lattice, alternating rows of dipoles give the largest sum, 5.10 for unit spacing, so stability requires $a<0.196$.

With the spacing as unit length and $a=0.20$, the explicit sum gives $L_0=4.5168$. Then $Z/Z_b=10.35$ and $r=13.0$ spacings. This $a$ lies just above the stability limit, so the case tests the small-$q$ algebra and does not represent a real layer. The dipole from the undamped lattice sum differs from the formula by a relative 0.05% at $q=0.02$ and 0.75% at $q=0.10$ inverse spacings. The numerical output lists 0.11% and 0.76% because its sum is damped at large distances, which adds an error of its own at small $q$. At the latter point $rq=1.3$, so the test covers appreciable screening. For the stable value $a=0.19$, $r$ is 8.4 spacings and the undamped sum differs from the formula by 0.04% and 0.61% at the same two wave numbers.

## Corollary: absorption at the band bottom

*Let a nondegenerate electron start at $k=0$ in a band of energy $k^2/2m$, and let the phonon energy be constant, $\omega$. Its absorption rate is*

$$\Gamma=A\,m\,n_B\,g(q_0)^2,\qquad q_0=\sqrt{2m\omega},$$

*where $n_B$ is the Bose occupation.*

**Proof.** The golden rule and $\sum_{\mathbf q}\to N_cA\int d^2q/(4\pi^2)$ give

$$\Gamma=2\pi\,\frac{A}{4\pi^2}\,2\pi\int_0^\infty q\,dq\,g^2n_B\,\delta\!\left(\frac{q^2}{2m}-\omega\right).$$

The prefactor is $A$. Setting $x=q^2/2m$ gives $q\,dq=m\,dx$, and the delta function selects $q_0$. ∎

If $\omega_{LO}$ depends on $q$, energy conservation fixes a root $q_1$ of $q^2/2m=\omega_{LO}(q)$. The derivative of the delta function's argument is $q_1/m-\omega_{LO}'$, so $m$ is replaced by $1/(1/m-\omega_{LO}'/q_1)$.

## Worked example

The round parameters lie in the rough regime of monolayer MoS₂: $A=0.088$ nm², $Z=1$, $\hbar\omega_{TO}=48$ meV, $r=4$ nm, $m=0.5$ electron masses and $T=300$ K. Ion masses of 96 and 32 u give $M=96\times64/160=38.4$ u.

The factor $2\pi Z/A$ is 102.8 eV/nm, and the zero-point length is $3.367\times10^{-3}$ nm. Their product is

$$g(0)=0.346\ \text{eV}=0.0127\ \text{hartree}.$$

At $q=0.05$, 0.25, 0.5 and 1.0 nm⁻¹ the coupling is 0.288, 0.173, 0.115 and 0.069 eV. It has halved at $q=1/r=0.25$ nm⁻¹. Between the last two points it falls by a factor 1.67, where a pure $1/q$ law would give 2. The LO energy at 1.0 nm⁻¹ is 48.23 meV, only 0.5% above the TO energy, so $\omega_{LO}^{-1/2}$ changes $g$ by about a quarter of a percent.

For absorption, $q_0=0.794$ nm⁻¹ and $rq_0=3.175$. Thus $g(q_0)=0.346/4.175=0.0829$ eV, with $n_B=0.185$. Restoring $\hbar$ and using $m/\hbar^2=q_0^2/(2\hbar\omega)$,

$$\hbar\Gamma=\frac{Aq_0^2n_Bg^2}{2\hbar\omega}=\frac{0.088(0.794)^2(0.185)(0.0829)^2}{2(0.048)}\ \text{eV}\simeq0.73\ \text{meV}.$$

Division by $\hbar$ gives $\Gamma=1.12$ ps⁻¹, a lifetime of 0.90 ps. Including LO dispersion gives 1.10 ps⁻¹. A direct sum over a Cartesian mesh of final momenta, with the delta function replaced by a Gaussian of width 1 meV, gives the same 1.10 ps⁻¹. Keeping $g$ at its $q=0$ value would give 19.5 ps⁻¹, larger than the flat-phonon result by $(1+rq_0)^2\simeq17$.

## How far the example can be trusted

The corrections below are taken one at a time, with the other parameters fixed.

**Thickness.** A uniform dielectric layer 0.6 nm thick, with uniform ionic polarization and electron density, multiplies $g(q_0)$ by 0.96 or 0.95 for out-of-plane permittivity 1 or 6.

**Band and coupling order.** A two-band model with a 2 eV gap, including the Bloch overlap, changes the absorption rate by 0.6%. At second order and zero temperature the polaron shift is

$$\Delta E=-\frac{A}{2\pi}\int q\,dq\,\frac{g^2}{\omega_{LO}+q^2/2m}=-1.7\ \text{meV},$$

integrated over a disc with the area of the Brillouin zone. This is 3.5% of the phonon energy. The level width $\hbar\Gamma$ from polar absorption is 1.5% of it, and adding the acoustic rate estimated below raises the width to about 5.5%. These small ratios support the use of the golden rule here.

**Acoustic phonons.** For deformation potential $D$, sound speed $v$ and cell mass $M_c$, the squared coupling is $D^2q/(2M_cv)$. When the phonon energy is small compared with $k_BT$, absorption plus emission multiplies it by $2k_BT/(vq)$. The product $D^2k_BT/(M_cv^2)$ is independent of $q$, so the integral over final states gives $\Gamma_{ac}=AmD^2k_BT/(M_cv^2)$. With rough values $D=3$ eV and $v=6.5$ km/s this is 2.9 ps⁻¹, for electrons near the thermal energy. It exceeds the polar absorption rate, so the latter cannot be turned into a mobility by itself. Electrons above 48 meV can also emit LO phonons, at about 7 ps⁻¹ just above threshold, which is faster than the acoustic rate.

**Comparison with MoS₂ devices.** The inputs are representative round values, and a real layer needs its own $Z$, $r$ and $m$. A transistor usually has a dielectric beside the channel and gate-induced carriers within it. A lossless half-space of permittivity 3 below the layer gives $\bar\epsilon=2$ and, for a sheet of zero thickness, multiplies the polar rate by 0.65. For the 0.6 nm layer considered above, measured against the same layer in vacuum, the factor is 0.74 or 0.68 for out-of-plane permittivity 1 or 6, because part of the charge lies away from the interface. With two spins and two valleys, the static, long-wave screening formula multiplies $g(q_0)$ by 0.90 at $10^{11}$ cm⁻² and by 0.50 at $10^{12}$ cm⁻². The latter would cut the rate to about one quarter, the largest change among those sized here for the polar channel. This overstates the static screening, because $q_0$ is not small compared with the thermal wave number $\sqrt{2mk_BT}$, and the response of nondegenerate carriers weakens as $q$ grows. The carriers remain nondegenerate: their density is 9% of $k_BT$ times the density of states. Nor do they follow a 48 meV phonon fully. At that frequency and at $q_0$, the collisionless response of nondegenerate carriers multiplies $g$ by about 0.68 at $10^{12}$ cm⁻², so the rate is roughly halved, not quartered. This factor holds near $q_0$ only. At this density $2\pi n/(m\omega^2)$ is 6 nm, larger than $r$, and near $q=0.2$ nm⁻¹ the collisionless denominator falls to about 0.17 in modulus. Phonon and plasmon mix there, and no simple screening factor applies.

Short-range optical coupling, piezoelectric coupling to acoustic phonons, intervalley scattering and polar phonons of the substrate are omitted. Short-range coupling to the LO phonon adds to the polar amplitude before squaring, so it can raise or lower the rate. Piezoelectric scattering is allowed because monolayer MoS₂ has no inversion centre, and it need not be small. A mobility calculation must include these processes. The long-wave function derived here remains that of the isolated, undoped layer. The remaining values are in the numerical output.

## Calculated quantities

```
temperature: 300 K
cell area A: 0.088 nm^2
Born charge Z: 1.0 e
metal and anion masses: 96, 32 u
reduced mass M: 38.4 u
TO phonon energy: 48.0 meV
screening length r: 4.0 nm
band mass m: 0.50 electron masses
2 pi Z/A as energy per length: 102.8 eV/nm
zero-point length: 3.367 pm
coupling g(0): 0.3462 eV = 0.01272 hartree
q=0.05 1/nm: rq=0.20, g=0.2884 eV, LO=48.049 meV
q=0.25 1/nm: rq=1.00, g=0.1728 eV, LO=48.146 meV
q=0.50 1/nm: rq=2.00, g=0.1152 eV, LO=48.194 meV
q=1.00 1/nm: rq=4.00, g=0.0691 eV, LO=48.233 meV
lattice test, L0: 4.5168 (spacing^-3)
lattice test, site polarizability: 0.20 spacing^3
lattice test, Born/bare charge: 10.35
lattice test, r: 13.00 spacings
lattice test, error at q=0.02: 1.06e-03
lattice test, error at q=0.10: 7.57e-03
absorption wave number q0: 0.794 1/nm
r q0: 3.175
g(q0), flat phonon: 0.0829 eV
phonon occupation: 0.1851
absorption rate, flat phonon: 1.117 1/ps
absorption lifetime, flat phonon: 0.895 ps
absorption rate, LO dispersion: 1.097 1/ps
same rate from momentum mesh: 1.097 1/ps
rate if g stayed at g(0): 19.46 1/ps
assumed layer thickness: 0.60 nm
g factor, thickness, eps_perp=1: 0.961
g factor, thickness, eps_perp=6: 0.949
mean permittivity, 3 below and 1 above: 2.0
g factor, dielectric below: 0.807
rate factor, dielectric below: 0.651
n=1e+11 cm^-2: n/N_band=0.0093, q_s=0.348 1/nm, g factor=0.905
n=1e+12 cm^-2: n/N_band=0.0926, q_s=3.343 1/nm, g factor=0.498
assumed band gap: 2.0 eV
Bloch overlap squared: 0.9771
rate factor, nonparabolic band: 1.006
second-order polaron shift: -1.67 meV
polaron shift / phonon energy: 0.035
level width / phonon energy: 0.0153
acoustic deformation potential: 3.0 eV
sound speed: 6.5 km/s
acoustic rate: 2.913 1/ps
acoustic rate from mesh at E=kT: 2.904 1/ps
```
